# Does a straight reciprocal plot give silane's high-pressure rate constant?

## Question

I am modelling the gas-phase step SiH₄ → SiH₂ + H₂ for silicon deposition, with silane dilute in nitrogen at 900 K. A strong-collision RRKM calculation gives the first-order rate constant $k_{\rm uni}$ at 200, 300, 400, 500, 600 and 760 Torr. I plotted $1/k_{\rm uni}$ against $1/P$ and fitted a straight line by unweighted least squares. It looks good: $R^2=0.998$, with an intercept of 0.298 s at $1/P=0$.

The Lindemann mechanism predicts a straight line in this plot, and infinite pressure is at $1/P=0$. May I take $k_\infty=1/(0.298\ \text{s})=3.36\ \text{s}^{-1}$ as the high-pressure limit? The values are calculated, so there is no scatter to worry about. If the answer is no, would a tangent at my highest pressure be better, and does the answer depend on the strong-collision assumption?

## Answer

No. In a rough silane model that reproduces your intercept and $R^2$, the limit is $6.61\ \text{s}^{-1}$, about twice your intercept value. That match does not fix the limit. Scaling the five lowest transition-state quanta by 0.7 to 1.3, with the threshold readjusted to keep the same intercept, leaves $R^2$ at 0.9985–0.9986 but moves the limit from 11.1 to $5.1\ \text{s}^{-1}$, which is 3.3 to 1.5 times your value. The Lindemann line is straight because that mechanism gives every energized molecule the same decay rate. Silane has a wide range of decay rates, which bends the plot downwards as $1/P\to0$. A tangent at 760 Torr does better than your line but still falls short, and the sign of the error survives when collisions are weak.

### The rate constant at finite pressure

Let $f(E)$ be the normalized Boltzmann distribution of the molecule's internal energy, $k(E)$ the decay rate at energy $E$, and $\omega$ the collision frequency. At fixed temperature and bath gas, $\omega$ is proportional to $P$. Angle brackets denote an average over $f$. States below threshold have $k=0$.

A strong collision sends a molecule to a new energy drawn from $f$, whatever its energy was before. For one molecule in total, level $E$ gains population at the rate $\omega f$ and loses it at the rate $(\omega+k)y$, where $y$ is its population. In the steady state

$$y=\frac{\omega f}{\omega+k}.$$

These populations add up to slightly less than one. The deficit is $\langle k/(\omega+k)\rangle=k_{\rm uni}/\omega$, which is $4\times10^{-10}$ in your case at 760 Torr, so it can be dropped. Summing $k\,y$ over levels, with $x=1/\omega$, gives

$$k_{\rm uni}(x)=\left\langle\frac{k}{1+kx}\right\rangle,\qquad k_\infty=k_{\rm uni}(0)=\langle k\rangle .$$

If all reactive states share one rate $k_0$ and have total population $F$, then $1/k_{\rm uni}=(1+k_0x)/(Fk_0)$. This is the straight Lindemann line, and its intercept is correct. The question is what a spread in $k(E)$ does.

### Where the tangent meets the axis

Write $r=k/(1+kx)$, so that $k_{\rm uni}=\langle r\rangle$. Differentiation gives $dr/dx=-k^2/(1+kx)^2=-r^2$. For the plotted quantity $g=1/\langle r\rangle$ this means

$$g'=\frac{\langle r^2\rangle}{\langle r\rangle^2}.$$

The tangent at $x$ meets the axis at $1/k_{\rm tan}=g-xg'$:

$$\frac1{k_{\rm tan}}=\frac{\langle r\rangle-x\langle r^2\rangle}{\langle r\rangle^2}.$$

Since $1-xr=1/(1+kx)$, the numerator is $\langle r(1-xr)\rangle=\langle k/(1+kx)^2\rangle$. Therefore

$$k_{\rm tan}=\frac{\left\langle k/(1+kx)\right\rangle^2}{\left\langle k/(1+kx)^2\right\rangle}.$$

Now split the quantity in the upper average into two factors, $\sqrt k$ and $\sqrt k/(1+kx)$. The Cauchy–Schwarz inequality gives

$$\left\langle\frac{k}{1+kx}\right\rangle^2\le\langle k\rangle\left\langle\frac{k}{(1+kx)^2}\right\rangle ,$$

and division by the last average yields $k_{\rm tan}\le k_\infty$. At finite pressure, equality requires the two factors to be proportional, so $1+kx$ must be the same for all populated reactive states. That is the Lindemann case of one $k$.

There is also a lower bound. Define the local pressure order $n=d\ln k_{\rm uni}/d\ln P$. Because $x\propto1/P$, $n=-d\ln k_{\rm uni}/d\ln x=x\langle r^2\rangle/\langle r\rangle$, and the intercept formula becomes

$$k_{\rm tan}=\frac{k_{\rm uni}}{1-n}.$$

Here $n>0$, so $k_{\rm uni}<k_{\rm tan}$. The extrapolation moves the rate constant in the right direction, but not far enough.

### The curvature, and why a fitted line also fails

Using $d\langle r^2\rangle/dx=-2\langle r^3\rangle$, differentiate $g'$ once more:

$$g''=-\frac{2\langle r^3\rangle}{\langle r\rangle^2}+\frac{2\langle r^2\rangle^2}{\langle r\rangle^3}
=-\frac{2\left(\langle r\rangle\langle r^3\rangle-\langle r^2\rangle^2\right)}{\langle r\rangle^3}\le0 .$$

The sign again follows from Cauchy–Schwarz, now with factors $r^{1/2}$ and $r^{3/2}$. The plot is concave. Its tangent intercept changes as $d(g-xg')/dx=-xg''\ge0$, so raising the pressure (lowering $x$) lowers the intercept and raises $k_{\rm tan}$ towards $k_\infty$.

A chord through two points of a strictly concave curve lies above the curve outside the interval between them, so its intercept is also too high. For a least-squares line through three or more points, let $s_i=g(x_i)-\text{line}(x_i)$ be the residuals and $w_i>0$ the weights. The fit imposes $\sum w_is_i=0$ and $\sum w_ix_is_i=0$. The first condition rules out residuals of a single sign. If there were one sign change, at $x_*$, all non-zero terms of $\sum w_i(x_i-x_*)s_i$ would have the same sign, yet this sum must vanish. So there are at least two changes. A strictly concave curve crosses a line at most twice and lies below it outside the crossings. The point $x=0$ is outside them, hence $g(0)$ is below the fitted intercept. This holds for data without noise; scatter can move an individual intercept either way.

### The two pressure limits

At high pressure, where $kx\ll1$ for the states that matter, integrate $-xg''$ from zero with $g''$ held at its value at $x=0$:

$$\frac1{k_{\rm tan}}\simeq\frac1{k_\infty}+x^2\,\frac{\langle k\rangle\langle k^3\rangle-\langle k^2\rangle^2}{\langle k\rangle^3}.$$

Inverting to the same order gives

$$1-\frac{k_{\rm tan}}{k_\infty}\simeq x^2\,\frac{\langle k\rangle\langle k^3\rangle-\langle k^2\rangle^2}{\langle k\rangle^2}.$$

The shortfall of $k_{\rm uni}$ itself is of first order, $x\langle k^2\rangle/\langle k\rangle$. The tangent removes that term and leaves an error of order $1/P^2$. With a wide spread of $k(E)$ this law sets in late. In the silane model below, the tangent's error still falls only about as $1/P$ between 7600 and 76000 Torr, although the tangent is already much closer to the limit than $k_{\rm uni}$ there.

At low pressure, $kx\gg1$ for every reactive state. Then $\langle r\rangle\to F/x$ and $\langle k/(1+kx)^2\rangle\to\langle1/k\rangle_{\rm r}/x^2$, where the subscript r restricts the sum to reactive states without renormalizing $f$. The powers of $x$ cancel:

$$k_{\rm tan}\to\frac{F^2}{\langle1/k\rangle_{\rm r}} .$$

This is $F$ times the harmonic mean of $k(E)$ over reactive states, whereas $k_\infty$ is $F$ times the arithmetic mean. Low-pressure data thus give a finite, steady intercept that belongs to the slow states near threshold.

### Numbers for silane at 900 K

The RRKM rate is $k(E)=L\,W^\ddagger(E-E_0)/[h\rho(E)]$, where $L$ is the path degeneracy, $W^\ddagger$ the number of transition-state levels up to the excess energy and $\rho$ the density of reactant states. I used these rough, rounded values:

- Silane quanta: 0.27 eV (four), 0.12 eV (two), 0.115 eV (three).
- Transition-state quanta: 0.27 (two), 0.21, 0.125, 0.11, 0.10, 0.09 and 0.075 eV.
- $E_0=2.45$ eV and $L=12$.
- Collision diameter $d=0.45$ nm; masses 32 u and 28 u.

Harmonic levels were counted directly in steps of 0.005 eV, and $\rho$ was averaged over 0.125 eV, about one bending quantum.

The density cancels from the limit, because $f=\rho e^{-E/k_BT}/Q$, with $Q$ the vibrational partition function of silane:

$$k_\infty=\frac{L}{hQ}\int_{E_0}^\infty W^\ddagger(E-E_0)\,e^{-E/k_BT}dE
=L\,\frac{k_BT}{h}\frac{Q^\ddagger}{Q}e^{-E_0/k_BT}.$$

The second form follows from integration by parts, since the derivative of $W^\ddagger$ is the transition-state density of states, whose Boltzmann integral is $Q^\ddagger$. With $Q^\ddagger=6.097$ and $Q=3.959$ this gives $k_\infty=6.61\ \text{s}^{-1}$. Keep all digits of $k_BT\approx0.0776$ eV if you repeat it, because the exponential is sensitive to them.

The hard-sphere collision frequency is $\omega=\pi d^2\bar v\,P/k_BT$, with $\bar v=\sqrt{8k_BT/\pi\mu}$ and $\mu$ the reduced mass. It is $7.71\times10^6\ \text{s}^{-1}$ per Torr, or $5.86\times10^9\ \text{s}^{-1}$ at 760 Torr. Compare this with $k(E)$: $1.07\times10^9\ \text{s}^{-1}$ at threshold and $9.6\times10^{10}\ \text{s}^{-1}$ at 0.5 eV above it. The threshold value shifts by about 2% when $\rho$ is averaged over other widths between 0.055 and 0.275 eV; $k_{\rm uni}$ and $k_{\rm tan}$ at 760 Torr shift by about 0.5% or less. The factor $\omega/(\omega+k)$ shows that threshold states keep $5.86/(5.86+1.07)=85\%$ of their Boltzmann population, while those 0.5 eV higher keep $5.86/(5.86+96)=6\%$. The fast states are strongly depleted at 760 Torr and recover at pressures beyond your data.

| $P$ (Torr) | $k_{\rm uni}$ (s⁻¹) | $k_{\rm tan}$ (s⁻¹) | $k_{\rm tan}/k_\infty$ |
|---:|---:|---:|---:|
| 1 | 0.0094 | 1.89 | 0.29 |
| 100 | 0.656 | 2.45 | 0.37 |
| 760 | 2.16 | 3.97 | 0.60 |
| 7600 | 4.60 | 5.83 | 0.88 |
| 76000 | 6.14 | 6.53 | 0.99 |

At 760 Torr the order is $n=0.455$, and $2.165/(1-0.455)=3.97\ \text{s}^{-1}$, which is 40% below $k_\infty$. The low-pressure limit of the intercept value is $1.88\ \text{s}^{-1}$, or 28% of $k_\infty$.

A line fitted to this model at your six pressures is $0.298\ \text{s}+(131.9\ \text{s Torr})/P$ with $R^2=0.998$, which matches your fit. At 760 Torr it gives 0.471 s, while the calculated point is $1/2.165=0.462$ s. The curve is already below the line at the end of the data, by 2% of the point's value. At $1/P=0$ the true ordinate is 0.151 s, so the fitted intercept is nearly twice too large. $R^2$ compares the residuals with the large spread of ordinates inside the fitted range. It carries no information about the bend between 760 Torr and infinite pressure.

A better diagnosis is to compare intercepts from different parts of the range. For one decay rate they agree. Here the tangent value rises from 2.45 to $3.97\ \text{s}^{-1}$ between 100 and 760 Torr, which reveals the curvature. Agreement does not prove that the limit is right, however: between 1 and 10 Torr the tangent value changes by only 3%, yet it is less than a third of $k_\infty$. To bring $k_{\rm tan}$ within 5% of $k_\infty$ takes about $2\times10^4$ Torr in this model. For $k_{\rm uni}$ itself the figure is about $1\times10^5$ Torr. Both assume that $\omega$ stays proportional to pressure.

The error also enters the temperature dependence. With $E_a=-d\ln k/d(1/k_BT)$, evaluated between 890 and 910 K, the true limit has $E_a=2.55$ eV. The tangent value, with the pressure held at 760 Torr, has 2.45 eV. The difference means that $k_{\rm tan}/k_\infty$ falls as the gas is heated. That the second figure matches $E_0$ is no evidence for the threshold: it is the slope of a quantity that depends on the chosen pressure.

### Weak collisions

Real collisions with nitrogen move limited amounts of energy, so consider a general set of levels $i$ with populations $f_i$. Let $R_{ij}$ be the probability per collision of going from $i$ to $j$, with detailed balance $f_iR_{ij}=f_jR_{ji}$, and let collisions connect all levels. The mean time $t_i$ to decay from level $i$ obeys

$$k_it_i+\omega\sum_jR_{ij}(t_i-t_j)=1 .$$

Take the rate constant as $1/T$, where $T=\sum_if_it_i$ is the mean decay time from a Boltzmann start. This is the usual rate constant when energy relaxation is much faster than decay.

Set $\phi_i=\sqrt{f_i}$ and $u_i=\phi_it_i$, and multiply the equation by $\phi_i$. It becomes $(M/x+K)u=\phi$, where $K$ is the diagonal matrix of the $k_i$ and

$$M_{ij}=\delta_{ij}\sum_lR_{il}-\sqrt{f_i/f_j}\,R_{ij}.$$

Detailed balance makes $M$ symmetric. It has no negative eigenvalues, and $M\phi=0$. The mean time is $T=\phi^{\mathsf T}u$.

Now split $\phi=q+w$, with $q$ in the range of $M$ (so $\phi^{\mathsf T}q=0$) and $w$ non-zero on reactive levels alone. Consider

$$J=x\,q^{\mathsf T}M^{-1}q+w^{\mathsf T}K^{-1}w,$$

where the inverses act on those subspaces. The choice $q=Mu/x$, $w=Ku$ is allowed and gives $J=u^{\mathsf T}(M/x+K)u=u^{\mathsf T}\phi=T$. Changing it to $q+\delta$, $w-\delta$ alters $J$ to first order by $2\delta^{\mathsf T}u-2\delta^{\mathsf T}u=0$, and the second-order change is not negative. So $T$ is the minimum of $J$ over all splits.

For each fixed split $J$ is a straight line in $x$, and the minimum of a family of straight lines is concave. As $x\to0$ the first term drops out. The constraint is $\phi^{\mathsf T}w=\phi^{\mathsf T}\phi=1$, and Cauchy–Schwarz gives $1\le(w^{\mathsf T}K^{-1}w)(\phi^{\mathsf T}K\phi)$, with equality for $w\propto K\phi$. The limit is therefore $T=1/\phi^{\mathsf T}K\phi=1/\langle k\rangle$. The plot is concave and ends at the same $1/k_\infty$, so the tangent cannot overestimate the limit here either.

The size of the error does change. I solved these linear equations for silane with downward transfer probabilities falling exponentially with step size, on a scale of 0.05 eV. Detailed balance fixed the upward steps, levels below 1 eV were pooled, and the total transfer rate was set equal to $\omega$ at threshold. At 760 Torr, $k_{\rm uni}=0.51\ \text{s}^{-1}$, which is 23% of the strong-collision value. The tangent, from pressures 5% either side, gives $1.57\ \text{s}^{-1}$, or 24% of $k_\infty$ instead of 60%. These figures are for the 0.005 eV grain with transfer within a grain left out of the total rate; as the grain is refined they settle near $0.49\ \text{s}^{-1}$ (22%) and $1.54\ \text{s}^{-1}$ (23%).

### Relation to a deposition reactor

Polycrystalline silicon is commonly deposited from silane at temperatures near 900 K, often at pressures far below atmospheric. The molecular parameters above are rough, so the ratios matter more than the absolute rates. Of the assumptions varied here, the fully effective collision with nitrogen matters most; for the energy step used here, dropping it takes $k_{\rm tan}/k_\infty$ from 0.60 to about 0.23, and steps from 0.025 to 0.2 eV give 0.15 to 0.43. Tunnelling and rotation are also left out above. To see how sensitive the result is to the size of $k(E)$, multiply it by 1.45 at every energy: the strong-collision ratio at 760 Torr becomes 0.55. This is a test of sensitivity, not an estimate of either effect, since real corrections to $k(E)$ depend on energy. Chemistry can mask the shortfall: if each SiH₂ consumes another SiH₄, the silane loss doubles, and an uncorrected strong-collision tangent gives $2\times0.60=1.20$ times $k_\infty$. Loss of silane at hot surfaces is a further channel that the model leaves out.

For your purpose, take $k_\infty$ from the transition-state expression, since you already have its ingredients. With measured rates, fit a fall-off model that includes $k(E)$ and the energy transfer, and treat the straight-line value as a lower estimate when scatter and competing losses are small.
